# An Avrami exponent of three does not prove three-dimensional silicide growth

Let $X(t)$ be the transformed fraction of a silicide at constant temperature, and write $1-X=e^{-X_e}$. The quantity $X_e$, the extended fraction, is a pure number. If nuclei appear independently at random, $X_e$ is the mean number of nuclei that could have reached a given point by time $t$, so it is proportional to the density of nuclei. This and dimensional analysis fix its form in two cases.

- **Model A, spheres.** There are $N$ nuclei per volume, all present at $t=0$, and each grows with radial speed $v$. The only pure number linear in $N$ that can be built from $N$, $v$ and $t$ is $Nv^3t^3$.
- **Model B, discs.** Nuclei appear in a film at a constant rate $J$ per untransformed area and time, and each grows in the plane with radial speed $u$. The only pure number linear in $J$ is $Ju^2t^3$.

Both give $t^3$. In A all three powers of time come from growth. In B two come from growth and one from nucleation. The Avrami exponent $n$, defined by $X_e=(kt)^n$, is three in both, although the dimension of growth differs.

## The counter-example

The numerical factors follow from counting the nuclei that can reach a point. In A they lie within a distance $vt$:

$$X_e^A=\frac{4\pi}{3}Nv^3t^3 .$$

In B a nucleus born at time $\tau$ must lie within $u(t-\tau)$. With $y=t-\tau$,

$$X_e^B=\pi J\int_0^t u^2(t-\tau)^2\,d\tau=\pi Ju^2\int_0^t y^2\,dy=\frac{\pi}{3}Ju^2t^3 .$$

The two curves coincide at every $t$ if and only if the coefficients of $t^3$ are equal:

$$\frac{4\pi}{3}Nv^3=\frac{\pi}{3}Ju^2\quad\Longleftrightarrow\quad Ju^2=4Nv^3 .$$

Take a 100 nm film at 700 °C. For B choose $J=0.01\ \mathrm{\mu m^{-2}\,s^{-1}}=10^{-8}\ \mathrm{nm^{-2}\,s^{-1}}$ and $u=10$ nm/s. Then

$$k^3=\frac{\pi}{3}\,(10^{-8})(10^2)\ \mathrm{s^{-3}}=1.047\times10^{-6}\ \mathrm{s^{-3}},\qquad k=0.01015\ \mathrm{s^{-1}} .$$

For A choose $N=10^{-4}\ \mathrm{nm^{-3}}$. The matching condition gives

$$v^3=\frac{Ju^2}{4N}=\frac{10^{-6}}{4\times10^{-4}}=2.5\times10^{-3}\ \mathrm{nm^3\,s^{-3}},\qquad v=0.136\ \mathrm{nm/s}.$$

With the film thickness neglected, the fraction reaches 0.1, 0.5 and 0.9 at 46.5, 87.1 and 130.0 s in both models. The film faces slow the spheres slightly, an effect treated below.

The formulas were tested by placing random nuclei in periodic boxes and finding when the first growth front reaches each of many sample points. This uses no Avrami formula.

| $t$ (s) | $X$, formula | spheres, simulated | discs, simulated |
|---|---|---|---|
| 40 | 0.065 | 0.064 | 0.066 |
| 70 | 0.302 | 0.299 | 0.305 |
| 90 | 0.534 | 0.532 | 0.536 |
| 110 | 0.752 | 0.749 | 0.756 |
| 130 | 0.900 | 0.900 | 0.902 |

Here and below, a fitted exponent is the least-squares slope of $\ln[-\ln(1-X)]$ against $\ln t$ at 25 times evenly spaced in $\ln t$ between 46.5 and 130.0 s. Where the plot is curved, another spacing of the times moves the value by up to about 0.015. The simulated spheres give 3.01 and the simulated discs 3.00, both equal to three within the sampling noise of a few hundredths.

## The general statement and its proof

Consider a uniform, unbounded medium of dimension $d$ in which all grains grow at the same constant speed $g$ in every direction until they meet. Let nuclei of negligible size appear independently at a rate $I(\tau)=A\tau^{a-1}$ per untransformed length, area or volume, with $a>0$. Then $n=d+a$. If all nuclei are present at the start, $n=d$, which may be labelled $a=0$.

An exponent of three therefore states $d+a=3$, within this class of models. It is met by $d=3$ with $a=0$, by $d=2$ with $a=1$, and by $d=1$ with $a=2$. The dimension follows from the exponent once the nucleation law is known independently.

**Impingement.** Extend the nucleation rate to the whole medium by adding fictitious nuclei in transformed material. Suppose one is born at $\mathbf r$ at time $\tau$. A grain born earlier, at $\mathbf r'$ and $\tau'$, has already reached $\mathbf r$, so $|\mathbf r-\mathbf r'|\le g(\tau-\tau')$. If the fictitious grain could reach a point $\mathbf p$ by time $t$, then

$$|\mathbf p-\mathbf r'|\le|\mathbf p-\mathbf r|+|\mathbf r-\mathbf r'|\le g(t-\tau)+g(\tau-\tau')=g(t-\tau').$$

The earlier grain could reach $\mathbf p$ too, so the fictitious one changes nothing. Nor can other grains block the first arrival at $\mathbf p$: a grain that reached some point of the straight path earlier would also reach $\mathbf p$ earlier, since all fronts have the same speed.

**Counting.** A point is thus untransformed exactly when no nucleus, real or fictitious, could have reached it. Divide the possible positions and birth times into small cells with expected numbers $\delta_i$. The cells are independent, so the probability that all are empty is $\prod_i(1-\delta_i)\to e^{-\sum_i\delta_i}$. Hence $X_e=\sum_i\delta_i$, the expected number of such nuclei.

**Power of time.** Let $c_d$ be the measure of a ball of unit radius: $c_1=2$, $c_2=\pi$, $c_3=4\pi/3$. Substituting $\tau=tx$,

$$X_e=c_dg^dA\int_0^t\tau^{a-1}(t-\tau)^d\,d\tau
=c_dg^dA\,t^{a+d}\int_0^1x^{a-1}(1-x)^d\,dx .$$

The last integral is a finite number, so $n=a+d$. For nuclei all present at the start, with density $N_d$, the count is $c_dN_dg^dt^d$. This completes the proof.

## What changing the temperature can show

Let $v$, $J$ and $u$ follow Arrhenius laws with activation energies $E_v$, $E_J$ and $E_u$. Since $k^3$ is proportional to $Nv^3$ in A and to $Ju^2$ in B, curves matched at one temperature match at all constant temperatures if

$$3E_v=E_J+2E_u .$$

The energies $E_v=4.5$ eV, $E_J=6.5$ eV and $E_u=3.5$ eV satisfy this, since $13.5=6.5+7.0$. The activation energy of $k$ is then 4.5 eV in both models and does not separate them.

If all three energies are equal, no thermal history separates the curves. Every rate is then its reference value times the same factor $\alpha(T)$. With $\theta(t)=\int_0^t\alpha\,dt'$ and $d\theta=\alpha\,d\tau$,

$$X_e^B=\pi Ju^2\int_0^{\theta(t)}[\theta(t)-\theta']^2d\theta'=\frac{\pi}{3}Ju^2\theta(t)^3,\qquad X_e^A=\frac{4\pi}{3}Nv^3\theta(t)^3 ,$$

which are equal by the matching condition.

If the energies differ, the order of two anneals can matter. Let step $i$ last $t_i$, with $k_it_i=s$ in both steps. In A the radii add, so $X_e^A=(s+s)^3=8s^3$ in either order. In B, nuclei born in step 1 grow through step 2 as well:

$$\begin{aligned}
X_e^B&=\pi J_1\int_0^{t_1}(u_1y+u_2t_2)^2dy+\frac{\pi}{3}J_2u_2^2t_2^3\\
&=\pi J_1\left[\frac{u_1^2t_1^3}{3}+u_1u_2t_1^2t_2+u_2^2t_1t_2^2\right]+\frac{\pi}{3}J_2u_2^2t_2^3 .
\end{aligned}$$

Now use $\pi J_iu_i^2=3k_i^3$ and $t_i=s/k_i$, and define $\rho=(u_2/k_2)/(u_1/k_1)$. The first and last terms are each $s^3$. The second is $3k_1^3(u_2/u_1)t_1^2t_2=3s^3\rho$, and the third is $3k_1^3(u_2/u_1)^2t_1t_2^2=3s^3\rho^2$. Therefore

$$X_e^B=s^3(2+3\rho+3\rho^2),$$

which returns to $8s^3$ when $\rho=1$.

With the unequal energies above and $s=0.4$, A gives $X_e=8(0.064)=0.512$ and $X=0.401$ in both orders. For 680 °C followed by 720 °C, $\rho=0.612$ and B gives $X=0.272$. In the reverse order $\rho=1.633$ and B gives $X=0.615$. Here the hot step produces more nuclei per unit of reduced time $kt$, and the cold step more growth, so nucleating first and growing afterwards transforms more. A dependence on order rules out A as defined here. Its absence does not establish A, because B with equal energies shows none either.

## What the grains and the film thickness show

In A the number of grains is fixed, and the mean volume $1/N$ corresponds to a sphere of diameter 26.7 nm. In B real nuclei form only in untransformed area, so the final number per area is

$$\int_0^\infty Je^{-(kt)^3}dt=\frac{J}{3k}\int_0^\infty q^{-2/3}e^{-q}dq=\frac{J}{k}\,\Gamma\!\left(\tfrac43\right),\qquad q=(kt)^3 .$$

This is $0.879\ \mathrm{\mu m^{-2}}$; the simulation gave 0.885. A disc of the mean area has a diameter of 1.20 µm. The same curve thus belongs to grain sizes of about 27 nm and 1200 nm. The history of the count differs too: in B 52% of the final grains exist at $X=0.1$ and 85% at $X=0.5$, while in A all exist from the start. A measured growth speed would also decide between these two parameter sets, since $u/v=74$.

Film thickness $h$ supplies the length that the opening argument left out. In A, the sphere of radius $R=vt$ around a point at height $z$ is cut by the film faces. With $b_1=\min(R,z)$ and $b_2=\min(R,h-z)$, the volume left is

$$V=\int_{-b_1}^{b_2}\pi(R^2-x^2)\,dx=\pi\left[R^2(b_1+b_2)-\frac{b_1^3+b_2^3}{3}\right],\qquad 1-X=\frac1h\int_0^he^{-NV}dz .$$

For $R\ll h$ most points have $V=4\pi R^3/3$ and $n=3$. For $R\gg h$, $V\to\pi R^2h$ and $n=2$. Take spherical nuclei in a 100 nm film, all present at the start, with the areal grain density of B. A speed of 5.75 nm/s, found from the limit $V=\pi R^2h$, gives them the half-time of B to within 1%, and their fitted exponent is 2.02. Grains that start as spheres can therefore give an exponent near two.

In B, let nuclei form on the lower interface and grow first as hemispherical caps. At height $z<ut$ a cap of age $y$ has squared radius $u^2y^2-z^2$, so

$$X_e=\pi J\int_{z/u}^{t}(u^2y^2-z^2)\,dy=\pi J\left[\frac{u^2t^3}{3}-z^2t+\frac{2z^3}{3u}\right].$$

For $h=100$ nm the fitted exponents are 2.94 for A and 3.03 for B. For $h=20$ nm, with $N$, $v$, $J$ and $u$ held fixed, they are 2.73 and 3.00. Thinning the film lowers the exponent of A and brings that of B closer to three.

## Beside a real silicide

The example is set in the rough regime of the C49 to C54 change of TiSi₂, which keeps the composition fixed, so that growth at constant speed is a reasonable assumption. The rates and activation energies used above are illustrative choices, not measured values. C54 is orthorhombic, so its speed need not be the same in every direction, as the proof assumes. C54 grains in thin films are often of micrometre size. The grains of B are of that order; those of A, and its nucleus density of $10^{17}\ \mathrm{cm^{-3}}$, are far from typical. Such grains would count against A, but the evidence would be their size and not the exponent. They would not prove B's constant nucleation rate. Nucleation in real films can favour particular sites, such as grain junctions, and these can run out. If they are used up early and their positions are independent and random, two-dimensional growth gives $n=2$ instead of 3. Evenly spaced sites break the assumption of independence, and the fitted exponent can then differ from two. Silicides whose growth is limited by diffusion through a thickening layer lie outside the statement proved here, because their speed is not constant.

Smaller departures also move the fitted exponent. Each is taken alone and applied to the ideal curve with $n=3$:

- A starting radius of 0.5 nm in A acts as a head start of $0.5/0.136\approx3.7$ s and gives 2.86.
- An incubation time of 5 s, left uncorrected, gives 3.21.
- A uniform temperature spread of ±5 K across the sample, with 4.5 eV for $k$, mixes faster and slower regions and gives 2.80.
- Heating at 10 K/s, with the clock started on reaching 700 °C, adds a lead of 1.75 s and gives 2.93. For B this assumes equal activation energies.

Shifts of 0.2 thus arise without any change in the dimension of growth. The numerical output below lists the values used.

## Computed results

```
Temperature: 700 C; film thickness: 100 nm
Discs: J = 0.010 per um^2 per s; u = 10.0 nm/s
Spheres: N = 1.0e-04 per nm^3; matched v = 0.1357 nm/s
Speed ratio u/v: 73.7
Common k: 0.01015 per s; k^3: 1.0472e-06 per s^3
Times for X = 0.1, 0.5, 0.9: 46.5, 87.1, 130.0 s
Time (s), X formula, X simulated spheres, X simulated discs:
  40  0.065  0.064  0.066
  70  0.302  0.299  0.305
  90  0.534  0.532  0.536
  110  0.752  0.749  0.756
  130  0.900  0.900  0.902
Fitted exponent, simulated spheres: 3.01; discs: 3.00
Sphere-model mean-volume grain diameter: 26.7 nm
Disc-model final grain density: 0.879 per um^2
Same density from simulation: 0.885 per um^2
Disc-model mean-area grain diameter: 1203 nm
Share of final disc grains born at X = 0.1: 0.515; at X = 0.5: 0.848
Activation energies: E_v = 4.5, E_J = 6.5, E_u = 3.5 eV
Varying-temperature test, all energies 4.5 eV:
  X spheres = 0.99633; X discs = 0.99633
Two-step anneals, reduced duration of each step: 0.4
  680 then 720 C: durations 121.4, 13.4 s; rho = 0.612
    X spheres = 0.401; X discs = 0.272
  720 then 680 C: durations 13.4, 121.4 s; rho = 1.633
    X spheres = 0.401; X discs = 0.615
Sparse spherical nuclei in 100 nm film: speed 5.75 nm/s
  fitted exponent: 2.02
Finite-film effects (fitted exponent; largest change of X):
  spheres, 100 nm: 2.938; 0.0248
  discs begun as caps, 100 nm: 3.034; 0.0048
  spheres, 20 nm: 2.727
  discs begun as caps, 20 nm: 3.001
Other neglected effects (fitted exponent):
  sphere starting radius 0.5 nm: 2.861
  incubation time 5 s: 3.213
  uniform temperature spread +/-5 K: 2.799
  heating at 10 K/s, equivalent lead 1.75 s: 2.932
```
